Exchange enhancement factors of optB88, optB86b and LV-rPW86 in vdW-DF, part 2

A vdW-DF calculation needs a semilocal exchange, here optB88, optB86b or LV-rPW86, whose enhancement factor F(s) affects binding. Hartree atomic units are used, the density n is spin-unpolarized, and k = (3π²)^(1/3):

k_F = k n^(1/3),  s = |∇n|/(2k_F n),  ε = −3k_F/(4π)

E_x = ∫ n ε F(s) d³r,  nε = A_x n^(4/3),  A_x = −3k/(4π) = −0.738559

A prime on F means d/ds, and p(s) = sF′/F is the local exponent. The three factors are

optB88: F = 1 + μs²/D,  D = 1 + βs asinh(cs)

with c = 2^(4/3) k = 7.795554, μ = 0.22 and μ/β = 1.2;

optB86b: F = 1 + μs²/(1 + μs²)^(4/5),  μ = 0.1234

(truncated from the gradient-expansion value 10/81);

LV-rPW86: F = (1 + μ_LV s²)/(1 + t) + t G/(β_LV + t),  t = αs⁶

G = P^(1/15),  P = 1 + 1.851 s² + 17.33 s⁴ + 0.163 s⁶

with μ_LV = 0.8491/9 = 0.094344, α = 0.02178 and β_LV = 1.15.

For a weak density wave of wavevector q, with η = q/(2k_F), the exchange kernel is

f(q) = −(π/k_F²)[1 + (9/2)μη²]

At large s, optB88 tends to (μ/β) s/ln(2cs), a shape inherited from B88 for a hole left behind in an atomic tail. optB86b tends to 0.65806 s^(2/5) and LV-rPW86 to 0.88609 s^(2/5).

The exponent 2/5 comes from a model hole around the electron. Its depth h at distance u obeys ∫h d³u = 1, and the energy per electron is ε_x = −(1/2)∫h/u d³u. For one spin, with n_σ = n/2, real orbitals ψ_i and T = Σ|∇ψ_i|², averaging over directions gives

h(u) = n_σ + (u²/6)[∇²n_σ − 2T + |∇n_σ|²/(2n_σ)] + ...

The model keeps only the last term of the bracket, giving C = k_F² n s²/6 = k_F⁵s²/(18π²), and cuts off the parabola by a fixed shape g with one length R:

h(u) = (n/2 + Cu²) g(u/R),  m_j = ∫₀^∞ y^j g(y) dy

Normalization and energy then read

4π[(n/2)m₂R³ + C m₄R⁵] = 1,  ε_x = −2π[(n/2)m₁R² + C m₃R⁴]

If the C terms dominate, R = (4πm₄C)^(−1/5). The neglected terms are smaller by n/(CR²) ∝ n C^(−3/5) ∝ s^(−6/5), since C ∝ n^(5/3)s², so the assumption holds at large s. Then ε_x = −2πm₃(4πm₄)^(−4/5) C^(1/5), with C^(1/5) = k_F s^(2/5)(18π²)^(−1/5), and division by ε = −3k_F/4π gives

F → (8π²/3) m₃ (4πm₄)^(−4/5) (18π²)^(−1/5) s^(2/5)

The exponent is independent of g and the prefactor is not. A Gaussian, with m₃ = 1/2 and m₄ = 3√π/8, gives 0.85481, and an exponential, with m₃ = 6 and m₄ = 24, gives 0.582, so the model does not decide between the 0.88609 of LV-rPW86 and the 0.65806 of optB86b. The argument is not exact. For a single orbital ψ = √n_σ, T = |∇n_σ|²/(4n_σ), so −2T cancels the retained term. In a planar exponential tail the surviving ∇²n_σ equals |∇n_σ|²/n_σ and scales in the same way, but the true hole in such a tail sits back in the dense region and has no form g(u/R) centred on the electron. The two large-s shapes answer two incompatible pictures of the hole, and a function of s alone cannot serve both.

What the exponent does to binding can be solved exactly for two facing planar tails. Let n_A = N e^(−az) and n_B = N e^(az), superposed without relaxation, and let F = Ks^p. The energy density is e = A_x K(2k)^(−p) n^m |n′|^p with m = 4(1 − p)/3. Put u = az and ν = m + p = (4 − p)/3. The sum has n = 2N cosh u and |n′| = 2Na|sinh u|, while each tail alone has |n′| = an. The exchange interaction per area, ∫[e(n_A + n_B) − e(n_A) − e(n_B)]dz, is therefore

ΔE_x = A_x K (a/2k)^p N^ν I(p)/a

I(p) = 2∫₀^∞ [(2cosh u)^m (2 sinh u)^p − e^(νu) − e^(−νu)] du

With x = e^(−2u) the first term is e^(νu)(1 + x)^m(1 − x)^p = e^(νu) + (m − p)e^((ν−2)u) + ..., so the integral converges for 0 < ν < 2. To evaluate it, hold p fixed and treat ν as free, with m = ν − p. For ν < 0 the first term is integrable alone; call its integral J(ν). Substituting y = tanh²u, for which cosh²u = 1/(1 − y), sinh²u = y/(1 − y) and dy = 2y^(1/2)(1 − y)du,

J(ν) = 2^(ν−1) ∫₀¹ y^((p−1)/2)(1 − y)^(−ν/2−1) dy = 2^(ν−1) Γ((p+1)/2) Γ(−ν/2)/Γ((p+1−ν)/2)

Let H(ν) be the integral of the first term minus e^(νu). It converges, and is analytic, for Re ν < 2. For ν < 0, ∫₀^∞ e^(νu)du = −1/ν, so H = J + 1/ν. Near ν = 0, Γ(−ν/2) ≈ −2/ν makes J ≈ −1/ν, the poles cancel, and the Gamma-function expression for J + 1/ν is analytic for Re ν < 2 as well. Two analytic functions that agree for ν < 0 agree throughout, so the relation holds for 0 < ν < 2. There ∫₀^∞ e^(−νu)du = 1/ν, and I/2 = H − 1/ν = J. Restoring ν = (4 − p)/3, for which (p + 1 − ν)/2 = (4p − 1)/6,

I(p) = 2^ν Γ((p+1)/2) Γ(−ν/2)/Γ((4p−1)/6)

The case p = 1 is elementary: m = 0, ν = 1, the integrand is 2 sinh u − e^u − e^(−u) = −2e^(−u), and I = −4, as the formula gives. For 0 ≤ p ≤ 1, ν/2 lies between 1/2 and 2/3 and Γ(−ν/2) is negative. The denominator is negative for p < 1/4, infinite at p = 1/4 and positive beyond. Hence I > 0 below 1/4 and I < 0 above, and since A_x < 0 the exchange interaction is attractive for p < 1/4 and repulsive for p > 1/4. The values are I(0) = 2.64996, I(4/15) = −0.14197, I(2/5) = −1.15886 and I(1) = −4. A saturating factor such as revPBE or RPBE has p = 0 and binds in this model at large enough separation, whatever it does at shorter range where F is still rising. The exponent 2/5 repels, and 4/15 barely does. ΔE_x is linear in F, so optB86b contributes an attractive N^(4/3) term from its 1 and a repulsive N^(6/5) term that wins as N → 0.

The part played by the slope is visible where n_B ≪ n_A. Adding the neighbour raises n by n_B and, its gradient being opposed, lowers |n′| by a n_B, so δ ln s = −n_B/n − (4/3)n_B/n = −(7/3)n_B/n and

δe = A_x n^(1/3) n_B [(4/3)F − (7/3)sF′]

The slope term is the repulsive one: overlap lowers s, which lowers F. Reading a threshold p > 4/7 from this bracket is an error, because it omits the subtraction of e(n_B) and the central region where the gradient vanishes. The 1/4 result holds for frozen planar tails of equal decay constant at separations where s is large almost everywhere. The power law fails near u = 0, in a layer whose width in u shrinks as N^(1/3), and near the surfaces, where the integrand has decayed as e^((ν−2)u). The result concerns exchange alone and is not claimed for curved fragments or relaxed densities.

A worked case uses two surfaces roughly typical of silver, with chosen inputs r_s = 3.0 bohr and work function W = 4.5 eV = 0.16537 Ha. Then n₀ = 3/(4π × 27) = 0.008842 bohr⁻³. An orbital bound by W decays as e^(−√(2W) z) and the density twice as fast, so a = 2√(2 × 0.16537) = 1.1502 bohr⁻¹. Each surface has the profile n_A = n₀φ with φ = 1/(1 + e^(a(z + d/2))), and n_B is its mirror image. Since |φ′| = aφ(1 − φ), a single surface has s = a(1 − φ)/(2k_F φ^(1/3)), with k_F the bulk value. At the midplane for d = 8 bohr, e^(4a) = 99.57, φ = 0.009943, φ^(1/3) = 0.21504, and s_mid = 1.15021 × 0.99006/(1.27944 × 0.21504) = 4.139. The interaction per area, in 10⁻⁶ Ha/bohr², is

  d   s_mid     LDA    optB88  optB86b  LV-rPW86
  4   1.816  −109.76  −22.59  −29.74  −31.58
  6   2.781   −27.33    5.265    5.288    8.369
  8   4.139   −6.323    4.244    4.023    3.976
 10   6.101   −1.411    1.792    1.277    0.578
 12   8.964   −0.309    0.633    0.293    0.117

These are model numbers and not values for silver: the profile is chosen, the d electrons are absent, and the separation d is measured between the half-density points, not between atomic planes. For W from 4.26 to 4.74 eV the optB88 entry at d = 4 moves from −30.6 to −15.9, the LV-rPW86 entry at d = 12 moves from 0.149 to 0.094, and at d = 6 the two opt functionals change places. Attraction and repulsion are read here from the sign of the energy, not of the force: all the energies rise from d = 4 to d = 6 bohr, so the mean force over that interval is attractive even though the three gradient-corrected energies end positive. LDA, the case p = 0, attracts everywhere. The formula predicts that N^(4/3), with N = n₀e^(−ad/2), falls by e^(−4a/3) = 0.216 per 2 bohr, and the ratios 1.4108/6.3230 = 0.223 and 0.3093/1.4108 = 0.219 are approaching it. At d = 4 bohr all three functionals still attract, and the gradient correction, 87.2, 80.0 and 78.2 in the same units, follows the order of μ for this profile. The lead of optB86b over LV-rPW86 comes from s < 1 and is largely offset by s between 1.5 and 2.5; for a steeper edge with the same decay constant, φ = e^(−ax)/2 at a distance x outside the edge and 1 − e^(−a|x|)/2 inside, these two change places. At d = 6 bohr the order changes: LV-rPW86 has the highest energy, and the two opt functionals nearly coincide. Since ΔE_x is linear in F, the difference can be split by the range of s over which the slopes differ: s from 1.5 to 2.5, around the LV-rPW86 slope peak at 1.92, contributes about +3.8 to the excess of 3.1 over optB86b, and the other ranges together about −0.8. At d = 12 bohr the optB88 energy is about five times that of LV-rPW86. The optB86b energy is there 0.2925/0.1172 = 2.5 times that of LV-rPW86, although the two share the exponent 2/5 and optB86b has the smaller prefactor. The asymptotic formula would order them the other way, but it does not yet apply. In the tail region the superposed density has s = s_mid · 2 sinh u/(2cosh u)^(4/3), which peaks where tanh²u = 3/4 at 2√3/4^(4/3) = 0.546 times s_mid, about 4.9 at d = 12; the subtracted nearer tail has s below s_mid and the farther tail has s above it. For s from 3 to 5 the local exponents differ, 0.4392 against 0.3173 at s = 3, with LV-rPW86 falling to 0.280 at s = 4, not far above 1/4, whereas at s = 10 their order is reversed. The range from 3 to 5 does not decide the ordering alone: the separate tails also sample s between 5 and 10, where the tabulated optB86b slope is still the larger. What the table shows is that at these separations the asymptotic law is no guide to the order of optB86b and LV-rPW86, which cross only near d = 16 bohr.

The asymptotic law does hold far enough out. At d = 60 bohr, N = 9.1347 × 10⁻¹⁸ bohr⁻³ and N^(6/5) = 3.5713 × 10⁻²¹. With 2k = c/2^(1/3) = 6.18734, (a/2k)^(2/5) = 0.185897^(0.4) = 0.51016. For LV-rPW86 the formula gives (−0.738559)(0.88609)(0.51016)(3.5713 × 10⁻²¹)(−1.15886)/1.15021 = 1.2013 × 10⁻²¹ Ha/bohr², and direct integration of the full functional gives the same 1.2013 × 10⁻²¹. The energy at this separation is physically negligible. The law sets in earlier, but not where it matters for binding: at d = 30 bohr the full functional gives 0.987 of the formula, and the energy is only about 1.2 × 10⁻¹² Ha/bohr².

The numerical check below compares F and dF/ds with the libxc implementations for s from 0.1 to 20, the closed-form slopes with high-precision numerical derivatives, and the series coefficients with numerical Taylor coefficients. It obtains the kernel by averaging the energy of a modulated gas, the large-s limits at s = 10³⁰, the hole exponent by solving the normalization for Gaussian and exponential cutoffs, I(p) and its zero by quadrature, and the surface energies a second time with libxc on a separate grid. optB88 and LV-rPW86 agree with libxc to rounding error. optB86b differs by up to 2.1 × 10⁻⁴ in F, the size expected if 10/81 is used in place of 0.1234: F depends on μs² only, so δF = (sF′/2)(δμ/μ), which at s = 10 is 0.404 × 0.000057/0.1234 = 1.9 × 10⁻⁴ and grows slowly beyond. Results from two codes that differ at this level may reflect that truncation and nothing else.

Calculated quantities

```
c = 7.795554, A_x = -0.738559, 10/81 = 0.123457, (9/2)(10/81) = 0.555556
optB88: mu = 0.22, mu/beta = 1.2, beta = 0.183333, beta*c = 1.429185
optB86b: mu = 0.1234; LV-rPW86: mu_LV = 0.8491/9 = 0.094344, alpha = 0.02178, beta = 1.15
rPW86: 15a = 1.8510, b = 17.33, c = 0.163, sqrt(b/c) = 10.311
optB88: max |dev| from libxc  F 4.4e-15, dF/ds 4.7e-16
optB86b: max |dev| from libxc  F 2.1e-04, dF/ds 8.0e-05
LV-rPW86: max |dev| from libxc  F 2.2e-15, dF/ds 1.2e-15
optB88: s^2 coeff 0.220000, s^4 coeff -0.314421, mu - mu_LV = 0.125656
optB86b: s^2 coeff 0.123400, s^4 coeff -0.012182, mu - mu_LV = 0.029056
LV-rPW86: s^2 coeff 0.094344, s^4 coeff 0.000000, mu - mu_LV = 0.000000
LV-rPW86 s^6 coeff = -0.0028409
F_LV - (1+mu_LV s^2) at s=1,2,3: -0.00061, -0.00126, -0.21851
inputs rs = 3.0 bohr, W = 4.5 eV = 0.16537 Ha
n0 = 0.008842 bohr^-3, kF = 0.63972 bohr^-1, a = 1.15021 bohr^-1
optB88: kernel f(eta=0.3) = -8.3606 Ha bohr^3, (9/2)mu = 0.9900
optB86b: kernel f(eta=0.3) = -8.0603 Ha bohr^3, (9/2)mu = 0.5553
LV-rPW86: kernel f(eta=0.3) = -7.9700 Ha bohr^3, (9/2)mu = 0.4245
LDA kernel -pi/kF^2 = -7.6766 Ha bohr^3
prefactors: mu^(1/5) = 0.65806, c^(1/15) = 0.88609; 4/15 = 0.26667
B88: mu = 0.27429, beta = 0.19645, mu/beta = 4pi/9 = 1.39626
tail r*eps_x (Ha bohr): B88 -0.50000, optB88 -0.42972, ratio 0.8594
hole model, Gaussian cutoff: F -> 0.85481 s^(2/5)
I(p) at p=0,4/15,2/5,1: 2.64996, -0.14197, -1.15886, -4.00000; zero at p = 0.250000
   s |  F optB88  optB86b  LV-rPW86 | dF/ds optB88  optB86b  LV-rPW86
 0.0 |   1.00000   1.00000   1.00000 |   0.00000   0.00000   0.00000
 0.5 |   1.04623   1.03011   1.02355 |   0.16327   0.11755   0.09400
 1.0 |   1.14625   1.11243   1.09374 |   0.22579   0.20510   0.18700
 1.5 |   1.26508   1.22823   1.21166 |   0.24543   0.25140   0.28705
 2.0 |   1.38910   1.35809   1.37612 |   0.24909   0.26341   0.34549
 2.5 |   1.51322   1.48817   1.52757 |   0.24684   0.25450   0.24941
 3.0 |   1.63560   1.61099   1.63059 |   0.24251   0.23586   0.17245
 4.0 |   1.87322   1.82550   1.77286 |   0.23277   0.19356   0.12396
 5.0 |   2.10148   2.00069   1.88799 |   0.22399   0.15845   0.10807
10.0 |   3.14486   2.55307   2.33631 |   0.19706   0.08075   0.07723
local exponent s F'/F: optB88  optB86b  LV-rPW86  1-1/ln(2cs)
s =       1:   0.1970   0.1844   0.1710   0.6359
s =       3:   0.4448   0.4392   0.3173   0.7399
s =      10:   0.6266   0.3163   0.3306   0.8020
s =     100:   0.8216   0.3234   0.3986   0.8640
s =   10000:   0.9155   0.3853   0.4000   0.9164
optB88: largest dF/ds on s<=10 is 0.2491 at s = 1.977
optB86b: largest dF/ds on s<=10 is 0.2634 at s = 1.984
LV-rPW86: largest dF/ds on s<=10 is 0.3485 at s = 1.920
d(bohr)  s_mid   dE_x/area (1e-6 Ha/bohr^2): LDA  optB88  optB86b  LV-rPW86
  4.0    1.816   -109.7628   -22.5880   -29.7404   -31.5845
  6.0    2.781    -27.3331     5.2647     5.2883     8.3693
  8.0    4.139     -6.3230     4.2439     4.0230     3.9756
 10.0    6.101     -1.4108     1.7918     1.2770     0.5783
 12.0    8.964     -0.3093     0.6328     0.2925     0.1172
d = 60 bohr: N = 9.1347e-18 bohr^-3
LV-rPW86 dE/area quad 1.20133e-21, formula 1.20132e-21 Ha/bohr^2
```
